# Why the diamond radical fraction can be independent of hydrogen-atom density: test program

```python
"""Steady radical fraction on a hydrogen-exposed diamond surface.
Result under test: if H atoms both create radicals (k_abs) and fill them
(k_fill), the steady fraction is k_abs/(k_abs+k_fill), whatever [H] is.
Other channels: k_rev (radical + H2), k_met (radical + CH3), k_des (thermal
loss of H). Densities are in cm^-3, bimolecular coefficients in cm^3/s,
first-order rates in 1/s, energies in eV, temperatures in K.
All rate parameters are round model values of typical size.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp

KB = const.k / const.e
T = 1200.0
A_ABS, E_ABS = 1.0e-10, 0.30
A_REV, E_REV = 1.0e-11, 0.68
k_fill, k_met = 3.0e-11, 5.0e-12
H_ref, CH3 = 1.0e16, 1.0e14
P_TORR = 150.0
BOND_H2, THETA_ROT, THETA_VIB = 4.5, 85.0, 6000.0
LATTICE_NM = 0.357
GROWTH_UM_H = 5.0
R_THERMAL = 0.5  # K cm^2/W between surface and coolant


def abstraction(temp):
    return A_ABS * np.exp(-E_ABS / (KB * temp))


def ideal_fraction(temp):
    ka = abstraction(temp)
    return ka / (ka + k_fill)


def gas_density(torr, temp):
    return torr * const.torr / (const.k * temp) * 1e-6


k_abs = abstraction(T)
k_rev = A_REV * np.exp(-E_REV / (KB * T))
theta0 = ideal_fraction(T)
H2 = gas_density(P_TORR, T)

# Equilibrium constant [H]^2/[H2] with an explicit rotational level sum
mass_H = const.m_p + const.m_e
inv_lambda3 = (2 * np.pi * mass_H * const.k * T / const.h**2) ** 1.5
J = np.arange(60)
nuclear_weight = np.where(J % 2 == 0, 1, 3)
rot_sum = np.sum(nuclear_weight * (2 * J + 1)
                 * np.exp(-J * (J + 1) * THETA_ROT / T))
rot_formula = 4 * 0.5 * (T / THETA_ROT + 1 / 3)
assert abs(rot_sum / rot_formula - 1) < 1e-3
q_vib = 1 / (1 - np.exp(-THETA_VIB / T))
K_diss = (16 * inv_lambda3 / 2**1.5 / (rot_sum * q_vib)
          * np.exp(-BOND_H2 / (KB * T)) * 1e-6)
k_des = k_fill * (k_abs / k_rev) * K_diss


def full_fraction(H, h2, ch3):
    gain = k_abs * H + k_des
    loss = k_fill * H + k_rev * h2 + k_met * ch3
    return gain / (gain + loss)


# Master equation for a ring of sites; bit 1 means radical
N_RING = 6
STATES = np.arange(2**N_RING)
RADICALS = np.array([bin(s).count("1") for s in STATES])


def ring_distribution(H, create=0.0, fill=0.0, coupling=1.0, hop=0.0):
    gen = np.zeros((len(STATES), len(STATES)))

    def add(old, new, rate):
        gen[new, old] += rate
        gen[old, old] -= rate

    for s in range(len(STATES)):
        for i in range(N_RING):
            right, left = (i + 1) % N_RING, (i - 1) % N_RING
            near = ((s >> right) & 1) + ((s >> left) & 1)
            if (s >> i) & 1:
                add(s, s ^ (1 << i), k_fill * H / coupling**near + fill)
            else:
                add(s, s ^ (1 << i), k_abs * H * coupling**near + create)
            if ((s >> i) & 1) != ((s >> right) & 1):
                add(s, s ^ (1 << i) ^ (1 << right), hop)
    matrix = gen / np.abs(gen).max()
    matrix[0, :] = 1.0
    rhs = np.zeros(len(STATES))
    rhs[0] = 1.0
    return np.linalg.solve(matrix, rhs)


def ring_fraction(H, **kw):
    return ring_distribution(H, **kw) @ RADICALS / N_RING


# Independent sites: fraction and product distribution, also with hopping
HOP = 1.0e5
product = theta0**RADICALS * (1 - theta0)**(N_RING - RADICALS)
for H in (1e14, 1e16, 1e17):
    for hop in (0.0, HOP):
        dist = ring_distribution(H, hop=hop)
        assert np.allclose(dist, product, rtol=1e-7, atol=1e-11)
        assert abs(dist @ RADICALS / N_RING - theta0) < 1e-9

# Neighbour-dependent rates: new value, still independent of [H]
coupled_low = ring_fraction(1e14, coupling=2.0)
coupled_high = ring_fraction(1e17, coupling=2.0)
assert abs(coupled_low - coupled_high) < 1e-9
assert abs(coupled_low - theta0) > 0.02
# Hopping at an [H]-independent rate then restores a dependence on [H]
mixed_low = ring_fraction(1e14, coupling=2.0, hop=HOP)
mixed_high = ring_fraction(1e17, coupling=2.0, hop=HOP)
assert abs(mixed_low - mixed_high) > 0.005

# Pulsed hydrogen: direct integration against the dose law
k_sum = k_abs + k_fill
tau = 1 / (k_sum * H_ref)
omega = 3 / tau
times = np.linspace(0, 12 * tau, 60)
pulsed = solve_ivp(
    lambda t, y: H_ref * (1 + 0.9 * np.sin(omega * t))
    * (k_abs * (1 - y) - k_fill * y),
    (0, times[-1]), [0.0], t_eval=times, rtol=1e-9, atol=1e-12,
    max_step=tau / 20)
dose = H_ref * (times + 0.9 * (1 - np.cos(omega * times)) / omega)
assert np.max(np.abs(pulsed.y[0]
                     - theta0 * (1 - np.exp(-k_sum * dose)))) < 1e-7

# Extra channels: ring null vector against the formulas
H_star = (k_rev * H2 + k_met * CH3) / k_sum
scan = np.array([1e14, 3e14, 1e15, 3e15, 1e16, 3e16])
for H in scan:
    direct = ring_fraction(H, create=k_des, fill=k_rev * H2 + k_met * CH3)
    assert abs(direct / full_fraction(H, H2, CH3) - 1) < 1e-7
    assert abs(direct / (theta0 * H / (H + H_star)) - 1) < 1e-3
at_limit = ring_fraction(9 * H_star, create=k_des,
                         fill=k_rev * H2 + k_met * CH3)
assert abs(at_limit / theta0 - 0.9) < 1e-4

# Full equilibrium: channels balance separately and odds vary as 1/[H]
H_eq = np.sqrt(K_diss * H2)
theta_eq = ring_fraction(H_eq, create=k_des, fill=k_rev * H2)
assert abs(k_des * (1 - theta_eq) / (k_fill * H_eq * theta_eq) - 1) < 1e-6
theta_eq100 = ring_fraction(10 * H_eq, create=k_des, fill=k_rev * 100 * H2)
odds_ratio = (theta_eq100 / (1 - theta_eq100)) / (theta_eq / (1 - theta_eq))
assert abs(odds_ratio - 0.1) < 1e-6

# Temperature slope by finite difference
slope = (1 - theta0) * E_ABS / (KB * T**2)
slope_fd = (np.log(ideal_fraction(T + 0.5))
            - np.log(ideal_fraction(T - 0.5)))
assert abs(slope_fd / slope - 1) < 1e-5

# Wall flux per unit density by quadrature, then turnover and heating
v_scale = np.sqrt(const.k * T / mass_H)
flux_per_n = v_scale * 100 * quad(
    lambda u: u * np.exp(-u * u / 2) / np.sqrt(2 * np.pi), 0, 12)[0]
mean_speed = np.sqrt(8 * const.k * T / (np.pi * mass_H)) * 100
assert abs(flux_per_n / (mean_speed / 4) - 1) < 1e-8
site_density = 2 / (LATTICE_NM * 1e-7)**2
turnover = k_abs * k_fill * H_ref / k_sum
ring_value = ring_fraction(H_ref)
H_used = (k_abs * (1 - ring_value) + k_fill * ring_value) * H_ref
assert abs(H_used / (2 * turnover) - 1) < 1e-7
sticking = k_fill * site_density / flux_per_n
gamma = 2 * turnover * site_density / (H_ref * flux_per_n)
assert 0 < gamma < 1 and 0 < sticking < 1
heat = turnover * site_density * BOND_H2 * const.e
rise = heat * R_THERMAL
heated_change = ideal_fraction(T + rise) / theta0 - 1
layer_time = (LATTICE_NM / 4) / (GROWTH_UM_H * 1000 / 3600)
assert tau < 1e-2 * layer_time

# Low-pressure contrast
P_low, H_low = 20.0, 1e14
H2_low = gas_density(P_low, T)
theta_low = full_fraction(H_low, H2_low, 0.0)
H_star_low = k_rev * H2_low / k_sum
fill_H = k_fill * H_ref

print(f"Surface and near-surface gas temperature: {T:.0f} K")
print(f"Abstraction prefactor, barrier: {A_ABS:.1e} cm3/s, {E_ABS:.2f} eV")
print(f"Reverse prefactor, barrier: {A_REV:.1e} cm3/s, {E_REV:.2f} eV")
print(f"k_abs: {k_abs:.3e} cm3/s")
print(f"k_fill: {k_fill:.3e} cm3/s")
print(f"k_rev: {k_rev:.3e} cm3/s; k_met: {k_met:.1e} cm3/s")
print(f"Ratio k_abs/k_fill: {k_abs / k_fill:.4f}")
print(f"Ideal radical fraction: {theta0:.4f}")
for temp in (1000, 1100, 1300):
    print(f"Ideal fraction at {temp} K: {ideal_fraction(temp):.4f}")
print(f"Relative temperature slope: {100 * slope:.3f} % per K")
print(f"Reference [H], [CH3]: {H_ref:.1e}, {CH3:.1e} cm-3")
print(f"H2 pressure, density: {P_TORR:.0f} Torr, {H2:.3e} cm-3")
print(f"Relaxation time at reference [H]: {tau * 1e6:.3f} us")
print(f"Relaxation time at [H]=1e14 cm-3: {1e6 / (k_sum * 1e14):.1f} us")
print(f"Waiting time terminated: {1e6 / (k_abs * H_ref):.2f} us")
print(f"Waiting time radical: {1e6 / fill_H:.2f} us")
print(f"Filling rate by H: {fill_H:.3e} 1/s")
print(f"Filling rate by H2: {k_rev * H2:.3e} 1/s")
print(f"Filling rate by CH3: {k_met * CH3:.3e} 1/s")
print(f"Creation rate by H: {k_abs * H_ref:.3e} 1/s")
print(f"Thermal desorption rate: {k_des:.3e} 1/s")
print(f"Threshold density n*: {H_star:.3e} cm-3")
print(f"Density for 10 % loss, 9 n*: {9 * H_star:.3e} cm-3")
for H in scan:
    value = full_fraction(H, H2, CH3)
    print(f"[H]={H:.0e} cm-3: fraction {value:.4f}, "
          f"relative to ideal {value / theta0:.4f}")
print(f"Low-pressure case: {P_low:.0f} Torr H2, [H]={H_low:.0e} cm-3")
print(f"Low-pressure H2 density: {H2_low:.3e} cm-3")
print(f"Low-pressure n*: {H_star_low:.3e} cm-3")
print(f"Low-pressure fraction: {theta_low:.4f}, "
      f"relative to ideal {theta_low / theta0:.4f}")
print(f"H2 bond energy used: {BOND_H2:.1f} eV")
print(f"H2 rot., vib. temperatures: {THETA_ROT:.0f}, {THETA_VIB:.0f} K")
print(f"Equilibrium constant [H]^2/[H2]: {K_diss:.3e} cm-3")
print(f"Equilibrium [H] at {P_TORR:.0f} Torr: {H_eq:.3e} cm-3")
print(f"Equilibrium radical fraction: {theta_eq:.3e}")
print(f"Odds factor for tenfold equilibrium [H]: {odds_ratio:.4f}")
print(f"Ring, coupling 2, [H]=1e14 and 1e17 cm-3: "
      f"{coupled_low:.4f}, {coupled_high:.4f}")
print(f"Same with hopping {HOP:.0e} 1/s: "
      f"{mixed_low:.4f}, {mixed_high:.4f}")
print(f"Lattice constant: {LATTICE_NM:.3f} nm")
print(f"Site density: {site_density:.3e} cm-2")
print(f"Mean H speed: {mean_speed:.3e} cm/s")
print(f"Filling probability per hit on a radical: {sticking:.3f}")
print(f"Recombination probability per collision: {gamma:.4f}")
print(f"Cycles per site: {turnover:.3e} 1/s")
print(f"Recombination heat flux: {heat:.1f} W/cm2")
print(f"Thermal resistance, rise: {R_THERMAL:.1f} K cm2/W, {rise:.1f} K")
print(f"Fraction change from that rise: {100 * heated_change:.2f} %")
print(f"Growth rate: {GROWTH_UM_H:.1f} um/h; "
      f"time per layer: {layer_time * 1e3:.1f} ms")
print("verified")
```

Printed output:

```
Surface and near-surface gas temperature: 1200 K
Abstraction prefactor, barrier: 1.0e-10 cm3/s, 0.30 eV
Reverse prefactor, barrier: 1.0e-11 cm3/s, 0.68 eV
k_abs: 5.496e-12 cm3/s
k_fill: 3.000e-11 cm3/s
k_rev: 1.394e-14 cm3/s; k_met: 5.0e-12 cm3/s
Ratio k_abs/k_fill: 0.1832
Ideal radical fraction: 0.1548
Ideal fraction at 1000 K: 0.0930
Ideal fraction at 1100 K: 0.1234
Ideal fraction at 1300 K: 0.1863
Relative temperature slope: 0.204 % per K
Reference [H], [CH3]: 1.0e+16, 1.0e+14 cm-3
H2 pressure, density: 150 Torr, 1.207e+18 cm-3
Relaxation time at reference [H]: 2.817 us
Relaxation time at [H]=1e14 cm-3: 281.7 us
Waiting time terminated: 18.19 us
Waiting time radical: 3.33 us
Filling rate by H: 3.000e+05 1/s
Filling rate by H2: 1.682e+04 1/s
Filling rate by CH3: 5.000e+02 1/s
Creation rate by H: 5.496e+04 1/s
Thermal desorption rate: 2.292e-03 1/s
Threshold density n*: 4.880e+14 cm-3
Density for 10 % loss, 9 n*: 4.392e+15 cm-3
[H]=1e+14 cm-3: fraction 0.0263, relative to ideal 0.1701
[H]=3e+14 cm-3: fraction 0.0590, relative to ideal 0.3807
[H]=1e+15 cm-3: fraction 0.1041, relative to ideal 0.6721
[H]=3e+15 cm-3: fraction 0.1332, relative to ideal 0.8601
[H]=1e+16 cm-3: fraction 0.1476, relative to ideal 0.9535
[H]=3e+16 cm-3: fraction 0.1524, relative to ideal 0.9840
Low-pressure case: 20 Torr H2, [H]=1e+14 cm-3
Low-pressure H2 density: 1.609e+17 cm-3
Low-pressure n*: 6.318e+13 cm-3
Low-pressure fraction: 0.0949, relative to ideal 0.6128
H2 bond energy used: 4.5 eV
H2 rot., vib. temperatures: 85, 6000 K
Equilibrium constant [H]^2/[H2]: 1.938e+05 cm-3
Equilibrium [H] at 150 Torr: 4.836e+11 cm-3
Equilibrium radical fraction: 1.580e-04
Odds factor for tenfold equilibrium [H]: 0.1000
Ring, coupling 2, [H]=1e14 and 1e17 cm-3: 0.3513, 0.3513
Same with hopping 1e+05 1/s: 0.3363, 0.3506
Lattice constant: 0.357 nm
Site density: 1.569e+15 cm-2
Mean H speed: 5.021e+05 cm/s
Filling probability per hit on a radical: 0.375
Recombination probability per collision: 0.1161
Cycles per site: 4.645e+04 1/s
Recombination heat flux: 52.6 W/cm2
Thermal resistance, rise: 0.5 K cm2/W, 26.3 K
Fraction change from that rise: 5.37 %
Growth rate: 5.0 um/h; time per layer: 64.3 ms
verified
```
